# Ginzburg interval of a short-range Landau ferroelectric in three dimensions: test program

```python
"""Ginzburg interval of a short-range, one-component Landau ferroelectric in 3D.

Free energy: F = integral of [a P^2/2 + b P^4/4 + g (grad P)^2/2],
a = alpha*t, t = (T-Tc)/Tc.  Correlation amplitude: xi0 = sqrt(g/alpha).
jump = Landau heat-capacity jump per volume.  Result under test:
    t_G = [k_B/(16 pi jump xi0^3)]^2,
hence t_G ~ xi0^-6 at fixed jump and Tc.
Hartree atomic units; temperature is the energy theta = k_B T, so k_B = 1.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn

theta_c, alpha, b, g = 0.00125, 0.05, 2000.0, 5.0
kelvin = constants.value("hartree-kelvin relationship")
bohr_nm = constants.value("Bohr radius") * 1e9


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


def landau_minimum(t, al):
    """Return equilibrium P and free-energy density by minimization."""
    res = minimize_scalar(lambda p: al*t*p**2/2 + b*p**4/4,
                          bounds=(0, 0.02), method="bounded",
                          options={"xatol": 1e-11})
    return res.x, res.fun


def heat_jump(al):
    """Jump from a second temperature difference below Tc (zero above)."""
    h = 0.05
    f = [landau_minimum(-0.2 + s*h, al)[1] for s in (-1, 0, 1)]
    return -(f[0] - 2*f[1] + f[2]) / h**2 / theta_c


def log_integral(func, low=-25.0, high=20.0):
    """Integrate func(q) dq over positive q using q = exp(y)."""
    return quad(lambda y: np.exp(y)*func(np.exp(y)), low, high,
                limit=500, epsabs=1e-13, epsrel=1e-10)[0]


def fluctuation_heat(t, al, gr):
    """Leading Gaussian heat capacity above Tc from its momentum integral."""
    integral = log_integral(lambda q: q**2/(al*t + gr*q**2)**2)
    return al**2 * integral / (4*np.pi**2)


def interval_numeric(al, gr):
    jump_here = heat_jump(al)
    root = brentq(lambda s: np.log(fluctuation_heat(np.exp(s), al, gr)
                                   / jump_here), np.log(1e-9), np.log(10))
    return np.exp(root)


def interval_formula(al, gr):
    xi = np.sqrt(gr/al)
    return (1/(16*np.pi*heat_jump(al)*xi**3))**2


# Landau jump and equilibrium polarization
jump = heat_jump(alpha)
assert close(jump, alpha**2/(2*b*theta_c), 1e-6)
assert close(landau_minimum(-0.1, alpha)[0]**2, alpha*0.1/b, 1e-5)

# Heat-capacity amplitudes from the full Gaussian free energy, scaled so that
# alpha = b = g = Tc = 1, with a momentum cutoff pi.
mp.mp.dps = 35


def gaussian_free_energy(t):
    p0 = mp.sqrt(-t) if t < 0 else mp.mpf(0)
    step = mp.sqrt(abs(t)) * mp.mpf("1e-8")

    def well(p):
        return t*p**2/2 + p**4/4
    curvature = (well(p0+step) - 2*well(p0) + well(p0-step))/step**2
    s = mp.sqrt(abs(t))
    points = [0, s, 3*s, 10*s, 40*s, 200*s, mp.pi]
    integral = mp.quad(lambda q: q**2*mp.log(curvature + q**2), points)
    return (1+t)*integral/(4*mp.pi**2)


def gaussian_heat(t):
    h = abs(t)/50
    f = [gaussian_free_energy(t+s*h) for s in (-1, 0, 1)]
    return -(1+t)*(f[0]-2*f[1]+f[2])/h**2


amplitudes = {}
for sign in (1, -1):
    t1, t2 = mp.mpf("1e-6"), mp.mpf("4e-6")
    # The difference removes the nonsingular constant.
    difference = gaussian_heat(sign*t1) - gaussian_heat(sign*t2)
    amplitudes[sign] = float(difference/(1/mp.sqrt(t1)-1/mp.sqrt(t2)))
assert close(amplitudes[1], 1/(16*np.pi), 1e-3)
assert close(amplitudes[-1], 2*np.sqrt(2)/(16*np.pi), 1e-3)
below_factor = (amplitudes[-1]/amplitudes[1])**2
assert close(below_factor, 8, 3e-3)

# Interval from root finding, and its dependence on the correlation amplitude
xi0 = np.sqrt(g/alpha)
t_G = interval_numeric(alpha, g)
assert close(t_G, interval_formula(alpha, g), 1e-5)
table = []
for gr in (g/4, g, 4*g):
    table.append((np.sqrt(gr/alpha), interval_numeric(alpha, gr)))
slope_g = np.log(table[2][1]/table[0][1])/np.log(table[2][0]/table[0][0])
assert abs(slope_g + 6) < 1e-4
alphas = (4*alpha, alpha/4)
pair = [(np.sqrt(g/al), interval_numeric(al, g)) for al in alphas]
slope_alpha = np.log(pair[1][1]/pair[0][1])/np.log(pair[1][0]/pair[0][0])
assert abs(slope_alpha - 2) < 1e-4

# Rescaling: the energy of a trial field must equal its one-parameter form.
t_trial = 0.03
a_trial = alpha*t_trial
xi_trial = np.sqrt(g/a_trial)
field_scale = np.sqrt(theta_c/(g*xi_trial))
coupling = 8*np.pi*np.sqrt(t_G/t_trial)


def trial_energy(quadratic, quartic, gradient, height, width):
    def density(r):
        p = height*np.exp(-r**2/(2*width**2))
        return 4*np.pi*r**2*(quadratic*p**2/2 + quartic*p**4/4
                             + gradient*(r*p/width**2)**2/2)
    return quad(density, 0, 12*width, epsabs=0, epsrel=1e-10)[0]


original = trial_energy(a_trial, b, g, 1.3*field_scale, 0.8*xi_trial)/theta_c
reduced = trial_energy(1, coupling, 1, 1.3, 0.8)
assert close(original, reduced, 1e-5)

# One-variable integral checks the coefficient 3 in a + 3 b <P^2>.
small_b = 1e-4


def moment(n):
    return quad(lambda p: p**n*np.exp(-p**2/2-small_b*p**4/4), -12, 12,
                epsabs=1e-13, epsrel=1e-12, limit=200)[0]


assert close(moment(0)/moment(2)-1, 3*small_b, 1e-2)


def susceptibility_correction(t):
    """Relative change of a after removing the constant shift of Tc."""
    a = alpha*t
    deficit = theta_c/(2*np.pi**2)*log_integral(lambda q: a/(g*(a+g*q**2)))
    return 3*b*deficit/a


t_sus = np.exp(brentq(lambda s: susceptibility_correction(np.exp(s))-1,
                      np.log(1e-5), np.log(10)))
assert close(t_sus, 36*t_G, 1e-4)

# Fluctuation of P averaged over a sphere of radius xi below Tc
sphere_integral = quad(lambda x: x**2*(3*spherical_jn(1, x)/x)**2/(1+x**2),
                       0, 400, limit=2000, epsabs=1e-10)[0]
sphere_factor = 2*sphere_integral/(3*np.pi)
assert close(sphere_factor, 1-6*np.exp(-2), 1e-5)


def sphere_ratio(t):
    """Variance of the sphere average divided by equilibrium P squared."""
    radius = np.sqrt(g/(2*alpha*t))
    variance = theta_c*sphere_integral/(2*np.pi**2*g*radius)
    return variance/landau_minimum(-t, alpha)[0]**2


t_sphere = np.exp(brentq(lambda s: sphere_ratio(np.exp(s))-1,
                         np.log(1e-4), np.log(0.5)))
assert close(t_sphere, 72*(1-6*np.exp(-2))**2*t_G, 1e-3)


# A uniaxial dipolar stiffness changes the power divergence to a logarithm.
def dipolar_integral(a):
    def angular(A):
        return 1/(A*(A+1)) + np.arctan(1/np.sqrt(A))/A**1.5
    return log_integral(lambda q: q**2*angular(a+q**2),
                        -25, 0)/(4*np.pi**2)


# Check the angular antiderivative at one value by direct quadrature.
A_test = 0.07
direct = quad(lambda c: 1/(A_test+c*c)**2, -1, 1)[0]
assert close(direct, 1/(A_test*(A_test+1))
             + np.arctan(1/np.sqrt(A_test))/A_test**1.5, 1e-8)
d6, d8, d10 = [dipolar_integral(a) for a in (1e-6, 1e-8, 1e-10)]
assert close(d10-d8, 2*np.log(10)/(16*np.pi), 1e-2)
assert close(d8-d6, d10-d8, 1e-2)
short = [log_integral(lambda q: q**2/(a+q**2)**2, -25, 0)
         for a in (1e-8, 1e-10)]
assert close(short[1]/short[0], 10, 1e-2)

print(f"k_B Tc = {theta_c:.5f} hartree")
print(f"Tc = {theta_c*kelvin:.1f} K")
print(f"alpha = {alpha:.3f} atomic units")
print(f"b = {b:.0f} atomic units")
print(f"g = {g:.2f} atomic units")
print(f"xi0 = {xi0:.2f} bohr = {xi0*bohr_nm:.3f} nm")
print(f"heat-capacity jump = {jump:.3e} k_B/bohr^3")
print(f"jump times xi0^3 = {jump*xi0**3:.4f} k_B")
print(f"heat amplitude above Tc, scaled = {amplitudes[1]:.5f} (no unit)")
print(f"heat amplitude below Tc, scaled = {amplitudes[-1]:.5f} (no unit)")
print(f"t_G, heat capacity above Tc = {t_G:.4e} (no unit)")
print(f"interval above Tc = {t_G*theta_c*kelvin:.3f} K")
print(f"xi at upper edge t_G = {xi0/np.sqrt(t_G):.1f} bohr")
print(f"coupling u at t_G = {b*theta_c/np.sqrt(g**3*alpha*t_G):.3f} (no unit)")
t_below = below_factor*t_G
print(f"|t|, heat capacity below Tc = {t_below:.4e} (no unit)")
print(f"interval below Tc = {t_below*theta_c*kelvin:.2f} K")
print(f"sphere variance factor = {sphere_factor:.4f} (no unit)")
print(f"|t|, sphere criterion = {t_sphere:.4e} (no unit)")
print(f"sphere criterion / t_G = {t_sphere/t_G:.3f} (no unit)")
print(f"sphere interval = {t_sphere*theta_c*kelvin:.2f} K")
print(f"t, susceptibility criterion = {t_sus:.4e} (no unit)")
print(f"susceptibility criterion / t_G = {t_sus/t_G:.2f} (no unit)")
print(f"susceptibility interval = {t_sus*theta_c*kelvin:.1f} K")
print("Change g at fixed jump and Tc:")
for length, width in table:
    print(f"xi0 = {length:.1f} bohr: t_G = {width:.3e},"
          f" width = {width*theta_c*kelvin:.4f} K,"
          f" 8 t_G = {8*width:.3e}, 36 t_G = {36*width:.3e}")
print(f"power of xi0 when g changes = {slope_g:.4f} (no unit)")
print("Change alpha at fixed g, b and Tc:")
for length, width in pair:
    print(f"xi0 = {length:.1f} bohr: t_G = {width:.3e} (no unit)")
print(f"power of xi0 when alpha changes = {slope_alpha:.4f} (no unit)")
print("Reduce a by 100, from 1e-8 to 1e-10 (scaled units):")
print(f"short-range integral grows by factor {short[1]/short[0]:.3f}")
print(f"uniaxial dipolar integral grows by factor {d10/d8:.3f}")
print("no test failed")
```

Running it gives:

```
k_B Tc = 0.00125 hartree
Tc = 394.7 K
alpha = 0.050 atomic units
b = 2000 atomic units
g = 5.00 atomic units
xi0 = 10.00 bohr = 0.529 nm
heat-capacity jump = 5.000e-04 k_B/bohr^3
jump times xi0^3 = 0.5000 k_B
heat amplitude above Tc, scaled = 0.01989 (no unit)
heat amplitude below Tc, scaled = 0.05627 (no unit)
t_G, heat capacity above Tc = 1.5831e-03 (no unit)
interval above Tc = 0.625 K
xi at upper edge t_G = 251.3 bohr
coupling u at t_G = 25.133 (no unit)
|t|, heat capacity below Tc = 1.2666e-02 (no unit)
interval below Tc = 5.00 K
sphere variance factor = 0.1880 (no unit)
|t|, sphere criterion = 4.0282e-03 (no unit)
sphere criterion / t_G = 2.544 (no unit)
sphere interval = 1.59 K
t, susceptibility criterion = 5.6993e-02 (no unit)
susceptibility criterion / t_G = 36.00 (no unit)
susceptibility interval = 22.5 K
Change g at fixed jump and Tc:
xi0 = 5.0 bohr: t_G = 1.013e-01, width = 39.9934 K, 8 t_G = 8.106e-01, 36 t_G = 3.648e+00
xi0 = 10.0 bohr: t_G = 1.583e-03, width = 0.6249 K, 8 t_G = 1.267e-02, 36 t_G = 5.699e-02
xi0 = 20.0 bohr: t_G = 2.474e-05, width = 0.0098 K, 8 t_G = 1.979e-04, 36 t_G = 8.905e-04
power of xi0 when g changes = -6.0000 (no unit)
Change alpha at fixed g, b and Tc:
xi0 = 5.0 bohr: t_G = 3.958e-04 (no unit)
xi0 = 20.0 bohr: t_G = 6.333e-03 (no unit)
power of xi0 when alpha changes = 2.0000 (no unit)
Reduce a by 100, from 1e-8 to 1e-10 (scaled units):
short-range integral grows by factor 10.001
uniaxial dipolar integral grows by factor 1.261
no test failed
```
